# Thermal relaxation of two bodies through an interface

Two bodies, each at a uniform temperature, exchange heat through an interface and with nothing else. Their temperature difference decays as \(e^{-\lambda t}\), with

\[
\lambda=GA\left(\frac1{C_1}+\frac1{C_2}\right).
\]

Here \(C_1\) and \(C_2\) are the heat capacities of the whole bodies in J/K, \(A\) is the total contact area, and \(G\) is the interface conductance in W/(m² K). The rate \(\lambda\) has the unit 1/s: it is the fraction of the remaining difference lost per unit time, not a number of kelvins per second.

The conductance is defined through the heat current from body 1 to body 2,

\[
J=GA(T_1-T_2).
\]

A positive \(J\) takes energy out of body 1. I assume that no work is done, that \(G,C_1,C_2\) are constant over the temperatures used, and that the interface stores negligible heat and responds without delay. Uniformity inside each body is a further assumption, examined below.

## 1. Equal bodies

Let both capacities be \(C\). Conservation of energy gives

\[
C\frac{dT_1}{dt}=-J,\qquad C\frac{dT_2}{dt}=+J .
\]

With \(\Delta=T_1-T_2\), subtract the second equation from the first and divide by \(C\):

\[
\frac{d\Delta}{dt}=-\frac{2J}{C}=-\frac{2GA}{C}\Delta .
\]

The factor two appears because the transferred heat changes the difference twice: it cools one body and warms the other by the same amount. The general formula agrees, since \(1/C+1/C=2/C\).

## 2. Unequal bodies

The balances are now

\[
C_1\frac{dT_1}{dt}=-J,\qquad C_2\frac{dT_2}{dt}=+J. \tag{1}
\]

Adding them gives \(d(C_1T_1+C_2T_2)/dt=0\). At the end both temperatures equal \(T_f\), so

\[
(C_1+C_2)T_f=C_1T_1(0)+C_2T_2(0),
\]
\[
T_f=\frac{C_1T_1(0)+C_2T_2(0)}{C_1+C_2}.
\]

For the difference, divide each balance by its own capacity before subtracting:

\[
\frac{d\Delta}{dt}=-\frac{J}{C_1}-\frac{J}{C_2}
=-GA\left(\frac1{C_1}+\frac1{C_2}\right)\Delta=-\lambda\Delta .
\]

Separating the variables gives \(d\Delta/\Delta=-\lambda\,dt\), and integration from time zero gives \(\Delta(t)=\Delta_0e^{-\lambda t}\). The time constant is \(\tau=1/\lambda\).

The individual temperatures follow from the conserved sum. Put \(T_2=T_1-\Delta\) into \(C_1T_1+C_2T_2=(C_1+C_2)T_f\):

\[
(C_1+C_2)T_1-C_2\Delta=(C_1+C_2)T_f .
\]

Hence

\[
T_1=T_f+\frac{C_2}{C_1+C_2}\Delta,\qquad
T_2=T_f-\frac{C_1}{C_1+C_2}\Delta. \tag{2}
\]

The body with the smaller capacity makes the larger excursion, but both approach \(T_f\) at the same rate. The total heat passed is

\[
Q=\int_0^\infty GA\Delta_0e^{-\lambda t}dt
=\frac{GA\Delta_0}{\lambda}
=\frac{C_1C_2}{C_1+C_2}\Delta_0 .
\]

The conductance has cancelled: it sets how fast the heat passes, while the capacities set how much.

**Limit: one large body.** For \(C_2\to\infty\), equation (2) gives a constant \(T_2\), and the rate becomes \(GA/C_1\). Body 2 is then a reservoir. It must still stay uniform, which becomes harder to satisfy as a body is made thicker.

## 3. Numbers for two silicon membranes

Two suspended square silicon membranes, 20 µm wide, have thicknesses \(L_1=20\) nm and \(L_2=60\) nm. A weak contact over the full area \(A=400\) µm² has \(G=20\) MW/(m² K). The thin membrane starts at 320 K, the thick one at 300 K.

The heat capacity per volume, \(c\), comes from the Debye model. It replaces the vibrations by waves of one speed \(v\), with \(3n\) modes per volume for \(n\) atoms per volume. Three polarizations filling wavevectors up to \(q_D\) give \(3q_D^3/(6\pi^2)=3n\), so \(q_D=(6\pi^2n)^{1/3}\). The highest frequency is \(vq_D=k_B\Theta/\hbar\), which defines the Debye temperature \(\Theta\). The mode density is \(9n\omega^2/(vq_D)^3\). Multiplying it by the thermal energy \(\hbar\omega/(e^{\hbar\omega/k_BT}-1)\), differentiating with respect to \(T\) and setting \(x=\hbar\omega/k_BT\) gives

\[
c=9nk_B\left(\frac T\Theta\right)^3
\int_0^{\Theta/T}\frac{x^4e^x}{(e^x-1)^2}dx .
\]

I take \(\Theta=645\) K and eight atoms per cubic cell of edge 0.543 nm. Because the material is the same on both sides, the capacities are in the ratio of the thicknesses, and

\[
T_f=\frac{20\cdot320+60\cdot300}{80}=305\ \text{K}.
\]

At this temperature \(c=1.672\) MJ/(m³ K). Then

\[
C_1=cAL_1=(1.672\times10^6)(4\times10^{-10})(2\times10^{-8})
=1.34\times10^{-11}\ \text{J/K},
\]

and \(C_2=3C_1=4.01\times10^{-11}\) J/K. The area cancels from the rate:

\[
\lambda=\frac Gc\left(\frac1{L_1}+\frac1{L_2}\right)
=\frac{2\times10^7}{1.672\times10^6}
\left(5\times10^7+1.667\times10^7\right)\text{s}^{-1}.
\]

This is 0.798 per nanosecond, so \(\tau=1.25\) ns. The initial current is \(GA\Delta_0=(8\ \text{mW/K})(20\ \text{K})=160\) mW, and the total heat passed is 0.20 nJ.

After one time constant, equation (2) gives \(T_1=305+15/e=310.5\) K and \(T_2=305-5/e=303.2\) K. After three, the temperatures are 305.75 K and 304.75 K. Direct numerical integration of equations (1) reproduces equation (2) at 0, 1, 3 and 20 time constants to within 0.004 K.

## 4. When is a body uniform enough?

Now let each body be a layer with conductivity \(k_i\) and an insulated outer face. Measure \(x\) from that face towards the interface. Inside a layer, \(c\,\partial_tT=k\,\partial_x^2T\). A decaying mode with zero slope at \(x=0\) has the form

\[
T-T_f=a\cos(qx)e^{-\lambda t},\qquad c\lambda=kq^2 .
\]

Let \(z=qL\) and omit the common time factor. The mean of the profile is \(a\sin z/z\), its value at the interface is \(a\cos z\), and the flux towards the interface is \(-k\partial_xT=kqa\sin z\). The internal resistance per area between the mean and the face is therefore

\[
R=\frac{a(\sin z/z-\cos z)}{kqa\sin z}
=\frac Lk\,\frac{1-z\cot z}{z^2}. \tag{3}
\]

In the last step I used \(q=z/L\). For small \(z\), \(z\cot z=1-z^2/3-z^4/45-\dots\), so

\[
R=\frac Lk\left(\frac13+\frac{z^2}{45}+\dots\right)\simeq\frac L{3k}.
\]

The resistance is \(L/3k\) rather than \(L/k\) for two reasons. Heat is released throughout the layer, so the flux grows from zero at the outer face and the drop across the whole layer corresponds to \(L/2k\). The drop is also counted from the mean temperature, which for this nearly parabolic profile gives two thirds of that. In body 2 the amplitude has the opposite sign and heat flows inwards, but the ratio of temperature drop to flux is the same.

The difference of mean temperatures is the sum of three drops carrying the same interface flux. Thus \(G\) is replaced by \(G_{\rm eff}\), where, for small \(z_1\) and \(z_2\),

\[
\frac1{G_{\rm eff}}=\frac1G+\frac{L_1}{3k_1}+\frac{L_2}{3k_2}. \tag{4}
\]

The energy balances hold for the mean temperatures, so the derivation of section 2 carries over with \(G_{\rm eff}\). Equation (4) needs \(z_i^2=c\lambda L_i^2/k_i\) to be small, meaning that heat diffuses through each layer in much less than \(\tau\). The original formula needs only that the resistances of equation (3) be small beside \(1/G\). The factor \((1-z\cot z)/z^2\) is 0.48 at \(z=2\) and diverges only as \(z\to\pi\), so small \(GL_i/k_i\) is enough while each \(z_i\) stays well below \(\pi\). Since \(z_i^2=(G_{\rm eff}L_i/k_i)(1+L_i/L_j)\), with \(j\) the other layer, a body much thicker than its partner can approach \(z=\pi\) even when \(GL_i/k_i\) is small. This limits the reservoir case: a very thick body can relax internally more slowly than the interface does.

**Test at weak contact.** I take the rough thin-film values \(k_1=22\) and \(k_2=45\) W/(m K). Then \(GL_1/k_1=0.0182\) and \(GL_2/k_2=0.0267\), and

\[
\frac{G_{\rm eff}}G=\frac1{1+(0.0182+0.0267)/3}=0.985 .
\]

This gives \(G_{\rm eff}=19.7\) MW/(m² K) and a rate of 0.7858 per ns. Dividing each layer into 150 cells and diagonalizing the resulting heat equation gives the same four digits. Internal gradients slow the relaxation by 1.48% relative to the uniform-body formula.

**Test at strong contact.** Raise \(G\) by a factor of 100 with everything else fixed. The diagonalized rate is then 0.348 of the uniform-body prediction. Equation (4) gives \(1/(1+1.50)=0.40\), which is better but still too high. The missing part is in equation (3). With the actual rate of 27.7 per ns, \(z_1^2=0.84\) and \(z_2^2=3.7\), and the factors multiplying \(L_i/k_i\) are 0.354 and 0.462 instead of 1/3. They give

\[
\frac1{1+1.818\cdot0.354+2.667\cdot0.462}=0.348 ,
\]

in agreement with the diagonalization. Here the layers, not just the interface, control the rate. This case tests equation (3) within the diffusion model and does not describe real membranes: 2 GW/(m² K) is 81% of the ballistic conductance \(cv/4\) of section 7, and the time constant of 36 ps is only a few times the 10 ps a phonon needs to cross the thicker layer.

## 5. From moving atoms to the same rate

In nonequilibrium molecular dynamics the bodies are groups of atoms. One prepares them at two temperatures, removes the thermostats, lets the initial internal transient die out, and fits \(\lambda\) to the difference of mean temperatures. Solving the rate formula for the conductance gives

\[
G=\frac{\lambda}{A(1/C_1+1/C_2)} .
\]

By section 4, the quantity obtained from body-averaged temperatures is \(G_{\rm eff}\). In a cell that is periodic across the interface and contains no gap, the two bodies meet at two interfaces. If these are equal and act independently, their currents add and \(A\) must include both areas. Each body then loses heat through both faces, so heat has only half as far to go, and \(L_i/3k_i\) in equation (4) becomes \(L_i/6k_i\).

A small atomic model can test the rate without assuming it. Take two chains of \(N_1\) and \(N_2\) atoms, with unit masses and \(k_B=1\). Each atom is tied to its site by a spring of stiffness 1, neighbours within a chain are joined by springs of stiffness 1, and one weak spring \(\kappa\) joins end atom \(a\) of chain 1 to end atom \(b\) of chain 2. Each velocity is reversed at random times with rate \(\gamma/2\), where \(\gamma=0.5\). A reversal keeps the kinetic energy but scatters the motion, a simple substitute for anharmonic scattering.

A reversal changes \(v\) by \(-2v\), so reversals alone damp the mean velocity at the rate \((\gamma/2)\cdot2=\gamma\). The product of two different velocities is damped at \(2\gamma\), since either can reverse, while \(v^2\) is unchanged. The averages of all products of positions and velocities therefore obey closed linear equations. Their slowest nonzero decay rate is the relaxation rate averaged over infinitely many runs, free of sampling noise.

The conductance comes from a separate steady calculation. Every atom has a thermostat with friction \(\gamma\), at temperature 2 in chain 1 and 1 in chain 2. The weak spring exerts the force \(\kappa(q_a-q_b)\) on atom \(b\), where \(q\) is a displacement. The power it delivers is

\[
J=\kappa\langle q_av_b\rangle-\kappa\langle q_bv_b\rangle
=\kappa\langle q_av_b\rangle .
\]

The second term vanishes because it is \(-(\kappa/2)\,d\langle q_b^2\rangle/dt\), which is zero in a steady state. Dividing \(J\) by the temperature difference gives \(GA\).

A classical harmonic atom in one dimension has mean kinetic energy \(T/2\) and, averaged over the chain, potential energy \(T/2\). To leading order in the weak coupling, the capacities are thus \(N_1\) and \(N_2\). For 4 and 7 atoms with \(\kappa=0.04\), the steady calculation gives \(GA=6.438\times10^{-4}\), so

\[
\lambda=6.438\times10^{-4}\left(\frac14+\frac17\right)
=2.529\times10^{-4}.
\]

Diagonalizing the isolated dynamics gives \(2.524\times10^{-4}\), which is 0.20% lower than predicted. Halving \(\kappa\) reduces the deviation to 0.05%, as expected if the formula becomes accurate when the interface is the bottleneck. In the slow mode the two temperature changes have the ratio \(-1.750=-7/4\), as equation (2) requires.

**Limit: equal chains.** For 3 and 3 atoms at \(\kappa=0.02\), the prediction is \(1.0783\times10^{-4}\) and the diagonalized rate is \(1.0785\times10^{-4}\). The ratio of temperature changes is \(-1.000\). The deviation is now +0.02%, whereas internal resistance alone would make it negative. One positive contribution comes from the steady calculation, which divides \(J\) by the difference of the bath temperatures. To pass the current, the atoms of chain 1 must be slightly cooler than their baths, on average by \(J/(\gamma N_1)\), and those of chain 2 warmer by \(J/(\gamma N_2)\). The actual difference is therefore smaller by the fraction \(\lambda/\gamma=0.02\%\), and using it raises the prediction by the same fraction. This offset is as large as the deviation, but it need not be the only cause: internal resistance and a delayed response of the contact can give corrections of the same order in \(\kappa\), which the calculation does not separate.

**Two contacts.** Start from the 4- and 7-atom chains joined by one spring with \(\kappa=0.02\). Joining their outer ends by a second spring of the same stiffness raises the rate by a factor of 1.980. Doubling the area is therefore accurate to 1% in this model. Correlation between the contacts through such short chains may account for the remainder, but the calculation does not isolate it.

## 6. Which capacity belongs in the formula?

Classical harmonic atoms in three dimensions have capacity \(3k_B\) each. For silicon this gives \(3nk_B=2.070\) MJ/(m³ K), against 1.672 in the Debye model at 305 K. At the same \(G\), the time constant is proportional to capacity:

\[
\tau_{\rm classical}=1.254\ \text{ns}\times\frac{2.070}{1.672}
=1.552\ \text{ns}.
\]

This is 24% longer than the Debye result. The capacities used to extract \(G\) must belong to the dynamics that produced the decay. Inserting the Debye capacities into the analysis of this classical decay would give \(20/1.238=16.2\) MW/(m² K), which is 19% too low. Classical statistics can also change \(G\) itself; the comparison holds it fixed and does not estimate that change.

The capacity also varies during the decay. The thin membrane, which contributes three quarters of \(1/C_1+1/C_2\), stays above 305 K, where its capacity is larger than the reference value. This slows the decay: with \(G\) fixed, the difference falls by a factor \(e\) in 1.264 ns, 0.8% longer than \(\tau\). If \(G\) is instead made proportional to the capacity at \((T_1+T_2)/2\), the time is 1.259 ns. That average starts at 310 K, so the larger \(G\) offsets part of the delay.

## 7. The model beside real membranes

The conductance is a rough value for a weak, van der Waals type of contact; well-bonded interfaces can conduct far better. The film conductivities are also rough, and lie well below the bulk value of roughly 150 W/(m K) because surfaces scatter phonons. They are typical of heat flowing along a film. Across a film this thin the effective conductivity can be a few times smaller; values three times smaller would raise the 1.5% slowing found in section 4 to about 4%.

Several neglected effects can be sized for this example:

- **Ballistic phonons.** Half of an isotropic set of carriers moves towards a plane, with mean normal speed \(v/2\). The one-way flux is thus \(v/4\) times the energy density, and the corresponding conductance is \(cv/4\). The Debye speed is 5.9 km/s, and \(G\) is 0.81% of this conductance. Crossing the thicker layer at this speed takes 10 ps, also about 0.8% of \(\tau\). Many phonons in silicon travel much more slowly than the Debye speed, which can raise both percentages two- or threefold. Corrections of a few per cent are therefore plausible.
- **Loss to a frame.** Suppose all four edges are held at a fixed temperature. The pair acts as one sheet of diffusivity \(\alpha=(k_1L_1+k_2L_2)/[c(L_1+L_2)]\). Its slowest profile is a product of two half sine waves across the width \(w\), each contributing \(\alpha\pi^2/w^2\) to the decay rate. The total, \(2\pi^2\alpha/w^2\), is 0.15% of \(\lambda\).
- **Radiation.** Differentiating the black-body flux \(\sigma T^4\) gives \(4\sigma T^3\) per outer face. For two black faces in the far field, the loss rate is about \(10^{-7}\lambda\).

Isolation is the assumption that a supported device breaks most directly. If a substrate held the thicker membrane at a fixed temperature, the rate would become \(G/(cL_1)\), and the time constant

\[
\frac{cL_1}{G}=\frac{(1.672\times10^6)(2\times10^{-8})}{2\times10^7}\ \text{s}
=1.67\ \text{ns},
\]

one third longer than for the isolated pair. Incomplete contact matters too. If half the area touched, in patches close enough together for each membrane to stay uniform, and the local \(G\) were unchanged, \(A\) would halve and the time constant would double to 2.5 ns. The patches and gaps must then be narrower than the distance heat diffuses along the thin membrane in that time, \(\sqrt{k_1\tau/c}\approx0.2\) µm; coarser patches make the decay slower still. For such membranes, support and true contact area can therefore outweigh the corrections of a few per cent above. The numerical output below gives the values to more digits than these rough inputs justify for a real device.

## Calculated quantities

```
CHAIN TEST (reduced units)
atoms 4+7, coupling 0.04: steady GA = 6.4376e-04
  rate predicted 2.5291e-04, diagonalized 2.5240e-04
  deviation -0.20 %, mode ratio dT1/dT2 -1.750
atoms 4+7, coupling 0.02: steady GA = 1.6333e-04
  rate predicted 6.4167e-05, diagonalized 6.4134e-05
  deviation -0.05 %, mode ratio dT1/dT2 -1.750
atoms 3+3, coupling 0.02: steady GA = 1.6174e-04
  rate predicted 1.0783e-04, diagonalized 1.0785e-04
  deviation 0.02 %, mode ratio dT1/dT2 -1.000
rate with two contacts / one contact: 1.980
SILICON MEMBRANES: inputs
thicknesses L1, L2: 20, 60 nm
membrane width: 20 um; area 400 um^2
interface conductance G: 20 MW/(m^2 K)
conductivities k1, k2: 22, 45 W/(m K)
initial temperatures: 320, 300 K
Debye temperature: 645 K
lattice constant: 0.543 nm
SILICON MEMBRANES: results
heat capacity per volume: 1.672 MJ/(m^3 K)
C1, C2: 0.01, 0.04 nJ/K
G A: 8.00 mW/K; initial current 160.0 mW
relaxation rate: 0.7976 1/ns
time constant: 1.254 ns
final temperature: 305.00 K
total heat passed: 0.2 nJ
T1, T2 after 1 time constants: 310.52, 303.16 K
T1, T2 after 3 time constants: 305.75, 304.75 K
NEGLECTED EFFECTS
G L/k in layers 1, 2: 0.0182, 0.0267
effective conductance: 19.705 MW/(m^2 K)
rate with gradients: 0.7858 1/ns
rate from L/(3k) correction: 0.7858 1/ns
gradient effect on rate: -1.48 %
true/lumped rate at 100 G: 0.348
1/e time, c(T), fixed G: 1.264 ns
1/e time, c(T), G following c: 1.259 ns
Debye sound speed: 5882 m/s
phonon crossing time of layer 2: 10.2 ps
G / ballistic conductance: 0.81 %
frame loss rate / relaxation rate: 1.45e-03
radiation loss rate / relaxation rate: 1.21e-07
classical heat capacity: 2.070 MJ/(m^3 K)
time constant, classical c, same G: 1.552 ns
classical / Debye time constant: 1.238
```
